# A control volume across the oxide-silicon interface with sheet charge: a program that tests the result

```python
"""
Result under test: a control volume straddling the oxide-silicon interface,
  eps_si*(phi_1-phi_0)/b - eps_ox*(phi_0-phi_m1)/a + sigma + rho_si*b/2 = 0,
reproduces the jump D(0+) - D(0-) = sigma exactly for a piecewise-linear
potential on unequal spacings a (oxide) and b (silicon), and gives a
second-order scheme when the silicon charge depends on the potential.
Symbols: phi potential, D = -eps*dphi/dx displacement, sigma sheet charge,
rho volume charge, psi surface potential, x from gate to silicon.
Units: nm, V, uC/cm2 (so 1 V/nm = 10 MV/cm); rho in uC/cm2 per nm.
"""
from fractions import Fraction as Fr
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros

# ---------- model parameters (round or rough typical values) ----------
eps0 = sc.epsilon_0 * 1e9 * 100          # uC/cm2 per (V/nm)
eps_ox, eps_si = 3.9 * eps0, 11.7 * eps0
t_ox, depth = 5.0, 300.0                 # nm
sigma, V_gate = 0.08, 0.75               # uC/cm2, V
T = 300.0                                # K
acceptors_cm3, ni_cm3 = 1e17, 1e10
per_cm3 = sc.e * 1e6 * 1e-7              # cm^-3 -> uC/cm2 per nm
NA, ni = acceptors_cm3 * per_cm3, ni_cm3 * per_cm3
VT = sc.k * T / sc.e
C_ox = eps_ox / t_ox


# ---------- exact rational test on an unequal mesh ----------
def rational_nodes(h_ox, h_si, eo, es, V, sheet, rho):
    """Solve the control-volume equations by exact elimination."""
    h = h_ox + h_si
    m = len(h_ox)
    c = [eo / s for s in h_ox] + [es / s for s in h_si]
    n = len(h) - 1
    diag, rhs = [], []
    for j in range(n):
        node = j + 1
        left = h[j] if node > m else Fr(0)
        right = h[j + 1] if node >= m else Fr(0)
        diag.append(c[j] + c[j + 1])
        rhs.append(rho * (left + right) / 2 + (sheet if node == m else 0))
    rhs[0] += c[0] * V
    for j in range(1, n):
        factor = c[j] / diag[j - 1]
        diag[j] -= factor * c[j]
        rhs[j] += factor * rhs[j - 1]
    phi = [Fr(0)] * n
    phi[-1] = rhs[-1] / diag[-1]
    for j in range(n - 2, -1, -1):
        phi[j] = (rhs[j] + c[j + 1] * phi[j + 1]) / diag[j]
    return [V] + phi + [Fr(0)]


def continuous_nodes(h_ox, h_si, eo, es, V, sheet, rho):
    """Sample the continuous solution of the same boundary-value problem."""
    t, L = sum(h_ox), sum(h_si)
    D = (V - (sheet * L + rho * L**2 / 2) / es) / (t / eo + L / es)
    x, values = -t, []
    for step in h_ox + h_si + [Fr(0)]:
        if x <= 0:
            values.append(V - D * (x + t) / eo)
        else:
            values.append(V - D * t / eo
                          - ((D + sheet) * x + rho * x**2 / 2) / es)
        x += step
    return values, D


ho = [Fr(1), Fr(2), Fr(3, 2), Fr(1, 2)]
hs = [Fr(1, 5), Fr(1, 2), Fr(13, 10), Fr(3)]
eo, es, sheet_q = Fr(eps_ox), Fr(eps_si), Fr(8, 100)
for rho_test in (-Fr(NA), Fr(0)):
    args = (ho, hs, eo, es, Fr(3, 4), sheet_q, rho_test)
    slab = rational_nodes(*args)
    reference, D_slab = continuous_nodes(*args)
    assert slab == reference
m = len(ho)
D_left = eo * (slab[m - 1] - slab[m]) / ho[-1]
D_right = es * (slab[m] - slab[m + 1]) / hs[0]
assert D_right - D_left == sheet_q and D_left == D_slab
false_sheet = (eo + es) / 2 * (D_right / es - D_left / eo)
assert abs(false_sheet - sheet_q) > sheet_q / 10

# ---------- leading residual for a curved silicon potential ----------
a, b, length = 0.05, 0.02, 3.0
D_ox_test = eps_si / length - sigma      # jump satisfied by exp(-x/length)
phi_left = 1 + D_ox_test * a / eps_ox
rho_surface = -eps_si / length**2
residual = (eps_si * (np.exp(-b / length) - 1) / b
            - eps_ox * (1 - phi_left) / a + sigma + rho_surface * b / 2)
rho_gradient = eps_si / length**3
residual_ratio = residual / (-rho_gradient * b**2 / 6)
assert abs(residual_ratio - 1) < 0.005


# ---------- nonlinear MOS solver ----------
def carriers(intrinsic):
    p0 = NA / 2 + np.sqrt(NA**2 / 4 + intrinsic**2)
    return p0, intrinsic**2 / p0


p0, n0 = carriers(ni)


def tridiagonal(c, extra):
    band = np.zeros((3, len(c) - 1))
    band[1] = c[:-1] + c[1:] + extra
    band[0, 1:] = -c[1:-1]
    band[2, :-1] = -c[1:-1]
    return band


def solve_mos(V, sheet, h_ox, h_si, half_cell=True):
    k = len(h_ox)
    c = np.concatenate([eps_ox / h_ox, eps_si / h_si])
    width = np.concatenate([0 * h_ox, h_si])
    w = (width[:-1] + width[1:]) / 2
    if not half_cell:
        w[k - 1] = 0
    fixed = np.zeros(len(w))
    fixed[k - 1] = sheet
    phi = np.zeros(len(c) + 1)
    phi[:k + 1] = V * (1 - np.concatenate([[0], np.cumsum(h_ox)]) / t_ox)

    def energy(f):
        u = f[1:-1] / VT
        work = -p0*VT*np.expm1(-u) - n0*VT*np.expm1(u) - NA*f[1:-1]
        return (0.5 * np.sum(c * np.diff(f)**2)
                - np.sum(fixed * f[1:-1]) - np.sum(w * work))

    old = energy(phi)
    for count in range(1, 1001):
        u = phi[1:-1] / VT
        p, n = p0 * np.exp(-u), n0 * np.exp(u)
        force = np.diff(c * np.diff(phi)) + fixed + w * (p - n - NA)
        step = solve_banded((1, 1), tridiagonal(c, w * (p + n) / VT), force)
        size = np.max(np.abs(step))
        phi[1:-1] += min(1, VT / size) * step
        new = energy(phi)
        assert new <= old + 1e-11        # allowance for rounding only
        old = new
        if size < 1e-9:
            return phi, w, count
    raise RuntimeError("Newton iteration did not converge")


def silicon_D(psi, vt=VT, intrinsic=ni):
    p, n = carriers(intrinsic)
    u = psi / vt
    return np.sqrt(2 * eps_si * (p * vt * np.expm1(-u)
                                 + n * vt * np.expm1(u) + NA * psi))


def surface_potential(vt=VT, intrinsic=ni):
    def balance(s):
        return C_ox * (V_gate - s) + sigma - silicon_D(s, vt, intrinsic)
    return brentq(balance, 1e-4, V_gate + sigma / C_ox, xtol=1e-14)


def electron_sheet(psi, vt=VT, intrinsic=ni):
    n = carriers(intrinsic)[1]
    return quad(lambda s: n * np.exp(s / vt) * eps_si
                / silicon_D(s, vt, intrinsic), 1e-3, psi, limit=200)[0]


psi_ref = surface_potential()
h_ox = np.array([1.0, 2.0, 1.5, 0.5])
cells, errors, errors_no_half = (600, 1200, 2400), [], []
for N in cells:
    h_si = np.tile([0.5, 1.5], N // 2) * depth / N
    phi, w, iterations = solve_mos(V_gate, sigma, h_ox, h_si)
    errors.append(abs(phi[4] - psi_ref))
    crude = solve_mos(V_gate, sigma, h_ox, h_si, False)[0]
    errors_no_half.append(abs(crude[4] - psi_ref))
ratios = [errors[i] / errors[i + 1] for i in range(2)]
ratios_no_half = [errors_no_half[i] / errors_no_half[i + 1] for i in range(2)]
assert all(3.5 < r < 4.5 for r in ratios)
assert all(1.8 < r < 2.2 for r in ratios_no_half)

psi = phi[4]
rho = p0 * np.exp(-phi[1:-1] / VT) - n0 * np.exp(phi[1:-1] / VT) - NA
D_ox = eps_ox * (phi[3] - phi[4]) / h_ox[-1]
D_mid = eps_si * (phi[4] - phi[5]) / h_si[0]
D_si = D_mid - rho[3] * h_si[0] / 2
assert abs(D_si - silicon_D(psi_ref)) < 1e-5
assert abs(D_si - D_ox - sigma) < 1e-8
silicon_charge = np.sum(w * rho)
assert abs(D_ox + sigma + silicon_charge) < 1e-6
shift = sigma / C_ox
shifted = solve_mos(V_gate + shift, 0.0, h_ox, h_si)[0]
assert np.max(np.abs(shifted[4:] - phi[4:])) < 1e-8
electrons = np.sum(w * n0 * np.exp(phi[1:-1] / VT))
assert abs(electrons / electron_sheet(psi_ref) - 1) < 0.005


# ---------- finite charged layer ----------
def layer_gate_voltage(width):
    """Gate voltage at fixed silicon displacement, charge in -width<x<0."""
    outer = (D_si - sigma) * (t_ox - width) / eps_ox
    inner = quad(lambda x: (D_si + sigma * x / width) / eps_ox, -width, 0)[0]
    return psi + outer + inner


layer = 1.0
layer_shift = sigma * layer / (2 * eps_ox)
assert abs(layer_gate_voltage(layer) - V_gate - layer_shift) < 1e-7
assert abs(layer_gate_voltage(1e-4) - V_gate) < 1e-5

# ---------- discrete interface charges ----------
q_point = sc.e * 1e6 * 1e14              # uC/cm2 times nm2
density, z_probe = sigma / q_point, 1.0


def kernel(k, z):
    return q_point * np.exp(-k*z) / (k * (eps_si + eps_ox / np.tanh(k*t_ox)))


k_test = 0.3
ho_k, hs_k = np.full(100, 0.05), np.full(2500, 0.02)
h_k = np.concatenate([ho_k, hs_k])
e_k = np.concatenate([0 * ho_k + eps_ox, 0 * hs_k + eps_si])
extra_k = k_test**2 * (e_k[:-1] * h_k[:-1] + e_k[1:] * h_k[1:]) / 2
source = np.zeros(len(h_k) - 1)
source[99] = q_point
wave = solve_banded((1, 1), tridiagonal(e_k / h_k, extra_k), source)
assert abs(wave[99] / kernel(k_test, 0) - 1) < 1e-4
assert abs(wave[149] / kernel(k_test, z_probe) - 1) < 1e-4
variance = density * quad(lambda k: k * kernel(k, z_probe)**2 / (2*np.pi),
                          1e-9, 30, limit=300)[0]
pixel, small_side, side = 0.8, 128, 512


def box_kernel(n):
    """Kernel on the wave vectors of a periodic box of n by n pixels."""
    freq = 2 * np.pi * np.fft.fftfreq(n, pixel)
    k_grid = np.maximum(np.hypot(freq[:, None], freq[None, :]), 1e-9)
    return kernel(k_grid, z_probe)


def image_excess(n):
    """Relative error of the variance caused by periodic images."""
    total = density * np.sum(box_kernel(n)**2) / (n * pixel)**2
    return total / variance - 1


excess_small, excess = image_excess(small_side), image_excess(side)
assert abs(excess) < 0.005 and excess_small > 5 * abs(excess)
k_response = box_kernel(side) / pixel**2
rng = np.random.default_rng(7)
samples = []
for _ in range(100):
    counts = rng.poisson(density * pixel**2, (side, side))
    field = np.fft.ifft2(np.fft.fft2(counts) * k_response).real
    samples.append(np.mean((field - shift)**2))
sampled_variance = np.mean(samples)
assert abs(sampled_variance / variance - 1) < 0.03  # sampling noise

# ---------- confinement of electrons in a triangular well ----------
mass = 0.916 * sc.m_e
airy = -ai_zeros(300)[0]
thermal_length = sc.h / np.sqrt(2 * np.pi * mass * sc.k * T) * 1e9


def well_unit(field):                    # field in V/nm, result in eV
    force = sc.e * field * 1e9
    return (sc.hbar**2 / (2 * mass))**(1 / 3) * force**(2 / 3) / sc.e


def population_ratio(field):             # quantum over classical
    levels = well_unit(field) * airy
    return np.sum(np.exp(-levels / VT)) * thermal_length * field / VT


F_si, F_ox = D_si / eps_si, D_ox / eps_ox
weak = F_si / 10
wall_loss = thermal_length * weak / (4 * VT)
assert abs(population_ratio(weak) - (1 - wall_loss)) < 0.006

# ---------- temperature, traps, degeneracy, tunnelling ----------
T_hot, gap = 400.0, 1.12
VT_hot = sc.k * T_hot / sc.e
ni_hot = ni * (T_hot / T)**1.5 * np.exp(gap / 2 * (1 / VT - 1 / VT_hot))
psi_hot = surface_potential(VT_hot, ni_hot)
electrons_hot = electron_sheet(psi_hot, VT_hot, ni_hot)
phi_F = VT * np.log(p0 / ni)
trap_density = 1e11                      # per cm2 per eV
trap_charge = sc.e * 1e6 * trap_density * abs(psi - phi_F)
Nv_cm3, barrier, m_tunnel, F_break = 2.7e19, 3.1, 0.4, 10.0
V_ox = V_gate - psi
exponent = 2 * quad(lambda x: np.sqrt(2 * m_tunnel * sc.m_e * sc.e
                    * (barrier - V_ox * x / t_ox)) / sc.hbar * 1e-9,
                    0, t_ox)[0]


def show(label, value, unit="", form=".5f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("oxide permittivity", eps_ox, "uC/cm2 per V/nm")
show("silicon permittivity", eps_si, "uC/cm2 per V/nm")
show("oxide thickness", t_ox, "nm", ".1f")
show("acceptor density", acceptors_cm3, "cm^-3", ".1e")
show("intrinsic density, rough", ni_cm3, "cm^-3", ".1e")
show("sheet charge", sigma, "uC/cm2", ".3f")
show("gate voltage", V_gate, "V", ".3f")
show("thermal voltage at 300 K", VT, "V")
show("slab depth of silicon", float(sum(hs)), "nm", ".1f")
show("slab oxide spacing at interface", float(ho[-1]), "nm", ".2f")
show("slab silicon spacing at interface", float(hs[0]), "nm", ".2f")
show("slab potential, oxide neighbour", float(slab[m-1]), "V", ".7f")
show("slab potential, interface", float(slab[m]), "V", ".7f")
show("slab potential, silicon neighbour", float(slab[m+1]), "V", ".7f")
show("slab displacement, oxide", float(D_left), "uC/cm2", ".6f")
show("slab displacement, silicon", float(D_right), "uC/cm2", ".6f")
show("slab jump minus sheet charge, rational",
     float(D_right - D_left - sheet_q), "uC/cm2", ".1f")
show("false sheet charge, mean permittivity", float(false_sheet), "uC/cm2")
show("interface residual / leading formula", residual_ratio)
show("MOS silicon depth", depth, "nm", ".1f")
for i, N in enumerate(cells):
    print(f"{N} silicon cells: error {errors[i]*1e6:.4f} uV; "
          f"without half-cell charge {errors_no_half[i]*1e6:.2f} uV")
print("error ratios:", *[f"{r:.3f}" for r in ratios])
print("ratios without half-cell charge:", *[f"{r:.3f}" for r in ratios_no_half])
show("Newton steps on finest mesh", iterations, "", "d")
show("first silicon spacing, finest mesh", h_si[0], "nm", ".4f")
show("MOS surface potential, mesh", psi, "V", ".7f")
show("MOS surface potential, first integral", psi_ref, "V", ".7f")
show("MOS oxide displacement", D_ox, "uC/cm2", ".6f")
show("MOS silicon displacement at interface", D_si, "uC/cm2", ".6f")
show("MOS silicon charge", silicon_charge, "uC/cm2", ".6f")
show("MOS electron charge magnitude", electrons, "uC/cm2", ".3e")
show("equivalent gate-voltage increase", shift, "V")
show("oxide field", 10 * F_ox, "MV/cm", ".4f")
show("silicon surface field", 10 * F_si, "MV/cm", ".4f")
show("sheet number density", density * 1e14, "cm^-2", ".3e")
show("mean charge spacing", density**-0.5, "nm", ".2f")
show("rms fluctuation at 1 nm depth", 1e3*np.sqrt(variance), "mV", ".2f")
show("rms fluctuation, sampled", 1e3*np.sqrt(sampled_variance), "mV", ".2f")
for n, value in ((small_side, excess_small), (side, excess)):
    print(f"variance excess from images, {n*pixel:.1f} nm box: "
          f"{100*value:.3f} %")
show("gate shift for 1 nm charged layer", 1e3 * layer_shift, "mV", ".2f")
show("trap density, rough", trap_density, "cm^-2 eV^-1", ".1e")
show("gate shift from traps", 1e3 * trap_charge / C_ox, "mV", ".2f")
show("lowest confined level", 1e3*well_unit(F_si)*airy[0], "meV", ".2f")
show("quantum/classical electron population", population_ratio(F_si))
show("surface potential at 400 K", psi_hot, "V")
show("electron charge magnitude at 400 K", electrons_hot, "uC/cm2", ".3e")
show("hole density / valence density of states", acceptors_cm3 / Nv_cm3)
show("tunnelling barrier, rough", barrier, "eV", ".1f")
show("tunnelling mass, rough", m_tunnel, "electron masses", ".1f")
show("WKB exponent", exponent, "", ".2f")
show("oxide field / rough breakdown field", 10 * F_ox / F_break)
print("done: every assertion held")
```

Running it gives:

```
oxide permittivity: 3.45313 uC/cm2 per V/nm
silicon permittivity: 10.35940 uC/cm2 per V/nm
oxide thickness: 5.0 nm
acceptor density: 1.0e+17 cm^-3
intrinsic density, rough: 1.0e+10 cm^-3
sheet charge: 0.080 uC/cm2
gate voltage: 0.750 V
thermal voltage at 300 K: 0.02585 V
slab depth of silicon: 5.0 nm
slab oxide spacing at interface: 0.50 nm
slab silicon spacing at interface: 0.20 nm
slab potential, oxide neighbour: 0.2698133 V
slab potential, interface: 0.2164592 V
slab potential, silicon neighbour: 0.2078008 V
slab displacement, oxide: 0.368477 uC/cm2
slab displacement, silicon: 0.448477 uC/cm2
slab jump minus sheet charge, rational: 0.0 uC/cm2
false sheet charge, mean permittivity: -0.43797 uC/cm2
interface residual / leading formula: 0.99834
MOS silicon depth: 300.0 nm
600 silicon cells: error 0.4412 uV; without half-cell charge 248.47 uV
1200 silicon cells: error 0.1107 uV; without half-cell charge 124.34 uV
2400 silicon cells: error 0.0277 uV; without half-cell charge 62.20 uV
error ratios: 3.987 3.994
ratios without half-cell charge: 1.998 1.999
Newton steps on finest mesh: 29
first silicon spacing, finest mesh: 0.0625 nm
MOS surface potential, mesh: 0.6563546 V
MOS surface potential, first integral: 0.6563547 V
MOS oxide displacement: 0.064674 uC/cm2
MOS silicon displacement at interface: 0.144674 uC/cm2
MOS silicon charge: -0.144674 uC/cm2
MOS electron charge magnitude: 3.222e-06 uC/cm2
equivalent gate-voltage increase: 0.11584 V
oxide field: 0.1873 MV/cm
silicon surface field: 0.1397 MV/cm
sheet number density: 4.993e+11 cm^-2
mean charge spacing: 14.15 nm
rms fluctuation at 1 nm depth: 40.63 mV
rms fluctuation, sampled: 40.59 mV
variance excess from images, 102.4 nm box: 5.986 %
variance excess from images, 409.6 nm box: 0.106 %
gate shift for 1 nm charged layer: 11.58 mV
trap density, rough: 1.0e+11 cm^-2 eV^-1
gate shift from traps: 5.56 mV
lowest confined level: 46.98 meV
quantum/classical electron population: 0.55080
surface potential at 400 K: 0.65649 V
electron charge magnitude at 400 K: 9.155e-04 uC/cm2
hole density / valence density of states: 0.00370
tunnelling barrier, rough: 3.1 eV
tunnelling mass, rough: 0.4 electron masses
WKB exponent: 56.62
oxide field / rough breakdown field: 0.01873
done: every assertion held
```
